# First-order nonparabolic correction to the electron density of a band

**Q.** For a parabolic band I get the electron density from one Fermi integral. My band bends away from the parabola and is described by

$$E(1+\alpha E)=\frac{\hbar^2k^2}{2m}. \tag{1}$$

Must I now integrate numerically for every chemical potential, or does a small $\alpha$ leave something equally simple?

**A.** It leaves something simple, but we should first fix what (1) means. The energy $E$ is measured from the band edge, $\alpha\ge 0$ is an inverse energy, and the band is isotropic with a single valley and two spin states per $\mathbf k$. Equation (1) is quadratic in $E$. For $\alpha>0$ its two roots have the product $-\hbar^2k^2/(2m\alpha)$, so for $k\neq0$ one is positive and one negative. The conduction band is the positive root,

$$E(k)=\frac{-1+\sqrt{1+4\alpha\hbar^2k^2/2m}}{2\alpha}.$$

For small $k$ this becomes $\hbar^2k^2/2m$, so $m$ is the mass at the band edge. I take the electrons to be independent and in equilibrium at temperature $T$ and chemical potential $\mu$, also measured from the edge, and I hold $m$ and $\alpha$ independent of $T$.

**Q.** Then start from the counting of states. I do not want a density of states taken on trust.

**A.** In a periodic box of volume $V$ the allowed wave vectors have density $V/(2\pi)^3$. With two spins and the occupation $f(E)=1/(1+e^{(E-\mu)/k_BT})$, the number of electrons per volume is

$$n=2\int\frac{d^3k}{(2\pi)^3}\,f(E(k))=\frac{2\cdot4\pi}{8\pi^3}\int_0^\infty k^2f\,dk=\frac{1}{\pi^2}\int_0^\infty k^2f(E(k))\,dk. \tag{2}$$

To change the variable from $k$ to $E$, take the square root and the differential of (1):

$$k=\Big(\frac{2m}{\hbar^2}\Big)^{1/2}[E(1+\alpha E)]^{1/2},\qquad k\,dk=\frac12\,\frac{2m}{\hbar^2}\,(1+2\alpha E)\,dE.$$

The second relation uses $d(E+\alpha E^2)=(1+2\alpha E)\,dE$ and $d(k^2)=2k\,dk$. Their product is $k^2dk$, so $n=\int_0^\infty g(E)f(E)\,dE$ with

$$g(E)=\frac{1}{2\pi^2}\Big(\frac{2m}{\hbar^2}\Big)^{3/2}[E(1+\alpha E)]^{1/2}(1+2\alpha E). \tag{3}$$

**Q.** You integrate to infinite energy. No real band follows (1) that far.

**A.** It need not. The occupation falls as $e^{-(E-\mu)/k_BT}$ above $\mu$, so energies many $k_BT$ above both $\mu$ and the band edge contribute a negligible amount. The condition is that (1) describes the band over the energies that are appreciably occupied.

**Q.** Where does the usual $N_c$ appear?

**A.** Set $E=k_BT\,x$, $\eta=\mu/k_BT$ and $\beta=\alpha k_BT$. The factor $E^{1/2}dE$ supplies $(k_BT)^{3/2}$, and

$$n=\frac{1}{2\pi^2}\Big(\frac{2mk_BT}{\hbar^2}\Big)^{3/2}\int_0^\infty\frac{x^{1/2}h(\beta x)}{1+e^{x-\eta}}\,dx,\qquad h(y)=(1+y)^{1/2}(1+2y).$$

The effective density of states is defined by

$$N_c=2\Big(\frac{mk_BT}{2\pi\hbar^2}\Big)^{3/2}.$$

Since $2mk_BT/\hbar^2=4\pi\,(mk_BT/2\pi\hbar^2)$ and $(4\pi)^{3/2}=8\pi^{3/2}$, the prefactor is

$$\frac{1}{2\pi^2}\cdot8\pi^{3/2}\cdot\frac{N_c}{2}=\frac{2}{\sqrt\pi}N_c=\frac{N_c}{\Gamma(3/2)},$$

because $\Gamma(3/2)=\sqrt\pi/2$. Hence

$$n=\frac{N_c}{\Gamma(3/2)}\int_0^\infty\frac{x^{1/2}h(\beta x)}{1+e^{x-\eta}}\,dx. \tag{4}$$

Nothing has been expanded so far.

**Q.** Now you will expand $h$ in powers of $\beta x$. But the binomial series of $(1+y)^{1/2}$ diverges for $y>1$, and $x$ runs to infinity. However small $\beta$ is, part of the integral lies where the series fails.

**A.** That is a fair objection to integrating the infinite series term by term. We need just two terms and a bound on what is left, and Taylor's theorem gives both for every $y\ge0$. The first derivative is

$$h'(y)=\frac{1+2y}{2(1+y)^{1/2}}+2(1+y)^{1/2}=\frac{5+6y}{2(1+y)^{1/2}},$$

so $h(0)=1$ and $h'(0)=5/2$. Differentiating again,

$$h''(y)=\frac{3}{(1+y)^{1/2}}-\frac{5+6y}{4(1+y)^{3/2}}=\frac{12(1+y)-5-6y}{4(1+y)^{3/2}}=\frac{7+6y}{4(1+y)^{3/2}}.$$

This is positive. It also decreases, since

$$h'''(y)=\frac{6(1+y)-\frac32(7+6y)}{4(1+y)^{5/2}}=-\frac{\frac92+3y}{4(1+y)^{5/2}}<0.$$

Therefore $0<h''(y)\le h''(0)=7/4$. Taylor's theorem with the integral remainder reads

$$h(y)=1+\tfrac52y+\int_0^y(y-s)\,h''(s)\,ds,$$

and, because $\int_0^y(y-s)\,ds=y^2/2$,

$$0\le h(y)-1-\tfrac52y\le\tfrac78y^2\qquad(y\ge0). \tag{5}$$

The Fermi factor makes the integral of $x^{1/2}(\beta x)^2$ finite, so (5) can be used under the integral over the whole range.

**Q.** What does the 5/2 stand for physically?

**A.** The density of states is the area of the constant-energy sphere, proportional to $k^2$, divided by the slope $dE/dk$. At a given energy the area is larger than in the parabolic band by the factor $1+\alpha E$. The inverse slope follows from the relation for $k\,dk$:

$$\frac{dk}{dE}=\frac{m}{\hbar^2}\,\frac{1+2\alpha E}{k}\propto\frac{1+2\alpha E}{[E(1+\alpha E)]^{1/2}}.$$

Relative to the parabolic band this is larger by $(1+2\alpha E)(1+\alpha E)^{-1/2}\approx1+\frac32\alpha E$. The bigger sphere thus contributes 1 and the flatter band $3/2$, which add to $5/2$.

**Q.** Put the expansion into the density, then, and keep track of the gamma functions.

**A.** I use the gamma-normalised Fermi integral

$$F_j(\eta)=\frac{1}{\Gamma(j+1)}\int_0^\infty\frac{x^j\,dx}{1+e^{x-\eta}}. \tag{6}$$

The 1 in $h$ gives $\Gamma(3/2)F_{1/2}$, and the prefactor of (4) cancels the gamma function. The term $\frac52\beta x$ raises the power of $x$ to $3/2$ and gives $\frac52\beta\,\Gamma(5/2)F_{3/2}$. From $\Gamma(z+1)=z\Gamma(z)$ we have $\Gamma(5/2)/\Gamma(3/2)=3/2$, and $\frac52\cdot\frac32=\frac{15}4$. So

$$n=N_c\Big[F_{1/2}(\eta)+\frac{15}{4}\,\alpha k_BT\,F_{3/2}(\eta)\Big]+R. \tag{7}$$

For the remainder, (5) gives the power $x^{5/2}$ and the ratio $\Gamma(7/2)/\Gamma(3/2)=\frac52\cdot\frac32=\frac{15}4$. With $\frac78\cdot\frac{15}4=\frac{105}{32}$,

$$0\le R\le\frac{105}{32}\,N_c\,(\alpha k_BT)^2F_{5/2}(\eta). \tag{8}$$

At fixed $\mu$ and $T$ the remainder is of second order in $\alpha$, so the bracket in (7) is the density to first order. Since $R\ge0$, the first-order formula does not overestimate the density of this model band.

**Q.** I have seen Fermi integrals written without the gamma function. Does the 15/4 survive?

**A.** No. With $\mathcal F_j=\Gamma(j+1)F_j$, the integral without its prefactor, the same density is

$$n\approx\frac{2}{\sqrt\pi}N_c\Big[\mathcal F_{1/2}+\frac52\,\alpha k_BT\,\mathcal F_{3/2}\Big].$$

The coefficient $15/4$ belongs to definition (6).

**Q.** Why should $F_{3/2}$ appear at all? Is it more than a by-product of the algebra?

**A.** It measures energy. In the parabolic band at the same $\mu$ and $T$, the energy density is

$$u_0=\int_0^\infty E\,g_0f\,dE=\frac{N_ck_BT}{\Gamma(3/2)}\int_0^\infty\frac{x^{3/2}dx}{1+e^{x-\eta}}=\frac32N_ck_BT\,F_{3/2},$$

where $g_0$ is (3) with $\alpha=0$. The correction in (7) is therefore $\frac52\alpha u_0$. Divided by the parabolic density $n_0=N_cF_{1/2}$ it becomes

$$\frac{\delta n}{n_0}=\frac52\,\alpha\langle E\rangle_0,\qquad\langle E\rangle_0=\frac{u_0}{n_0}=\frac32k_BT\,\frac{F_{3/2}}{F_{1/2}}. \tag{9}$$

The density of states is enhanced by $\frac52\alpha E$ at each energy, and the gas averages that enhancement over its electrons.

**Q.** So the condition for using (7) is $\alpha k_BT\ll1$?

**A.** In a dilute gas, yes; in a degenerate gas that is not enough. Equation (9) shows that the relevant size is $\alpha$ times the mean energy, and the two limits make this definite.

For $\eta\ll-1$ the occupation is $e^{\eta-x}$. Then $\int_0^\infty x^je^{-x}dx=\Gamma(j+1)$, so every $F_j$ tends to $e^\eta$ and

$$n\approx N_ce^\eta\Big(1+\frac{15}4\,\alpha k_BT\Big).$$

For $\eta\gg1$ the occupation is nearly a step at $x=\eta$. To leading order $F_j\approx\eta^{j+1}/[(j+1)\Gamma(j+1)]=\eta^{j+1}/\Gamma(j+2)$. Hence $F_{3/2}/F_{1/2}\approx\eta\,\Gamma(5/2)/\Gamma(7/2)=\frac25\eta$, and the relative correction is $\frac{15}4\beta\cdot\frac25\eta=\frac32\alpha\mu$. The prefactor found before (4) gives $n_0=\frac1{2\pi^2}(2mk_BT/\hbar^2)^{3/2}\cdot\frac23\eta^{3/2}$, so

$$n\approx\frac{1}{3\pi^2}\Big(\frac{2m\mu}{\hbar^2}\Big)^{3/2}\Big(1+\frac32\alpha\mu\Big).$$

The filled Fermi sphere leads to the same place. Its density is $k_F^3/3\pi^2$ with $k_F^2=(2m/\hbar^2)\mu(1+\alpha\mu)$, which contains the factor $(1+\alpha\mu)^{3/2}=1+\frac32\alpha\mu+\frac38(\alpha\mu)^2+\dots$. The small parameter is now $\alpha\mu$, and the first omitted term is $\frac38(\alpha\mu)^2$ relative to the parabolic density.

**Q.** Show me numbers, including a case where the formula is strained.

**A.** I take round model parameters that stand for no particular material: $m$ equal to 0.05 electron masses, $\alpha=1\ \mathrm{eV^{-1}}$ and $T=300$ K. Then $k_BT=0.025852$ eV, $\alpha k_BT=0.025852$ and $N_c=2.806\times10^{17}\ \mathrm{cm^{-3}}$.

With $\mu$ at the band edge, $\eta=0$. Gauss–Legendre quadrature of (6), after the substitution $x=t^2$, gives $F_{1/2}=0.7651$, $F_{3/2}=0.8672$ and $F_{5/2}=0.9276$. The correction term is

$$3.75\times0.025852\times0.8672=0.0841,$$

so the bracket in (7) is $0.7651+0.0841=0.8492$ and $n=0.8492\,N_c=2.383\times10^{17}\ \mathrm{cm^{-3}}$. The parabolic value is $2.147\times10^{17}\ \mathrm{cm^{-3}}$, so the correction adds 11.0% to it.

For comparison I integrate (2) directly over $k$ with the unexpanded $E(k)$, by the same quadrature. I call the result the full-band density; it is $2.388\times10^{17}\ \mathrm{cm^{-3}}$. The first-order formula falls short of it by 0.23%. The bound (8) allows 0.24% of the full-band density.

Here are four chemical potentials, with densities in $10^{17}\ \mathrm{cm^{-3}}$ and the shortfall of the first-order value relative to the full-band one:

| $\mu$ (eV) | parabolic | first order | full band | shortfall |
|---|---|---|---|---|
| −0.1 | 0.0582 | 0.0639 | 0.0640 | 0.20% |
| 0 | 2.147 | 2.383 | 2.388 | 0.23% |
| 0.1 | 17.47 | 20.85 | 20.97 | 0.57% |
| 0.3 | 84.2 | 123.5 | 126.4 | 2.3% |

The value of $\alpha k_BT$ is the same in all four rows, yet the correction grows from 9.7% of the parabolic density in the first row to 47% in the last. Equation (9) accounts for this. At $\mu=0.3$ eV the integrals are $F_{1/2}=30.01$ and $F_{3/2}=144.3$, so

$$\langle E\rangle_0=1.5\times0.025852\times\frac{144.3}{30.01}\ \mathrm{eV}=0.1865\ \mathrm{eV},$$

and $\frac52\alpha\langle E\rangle_0=0.47$. A correction of that size is no longer small, although the error left after including it is still a few per cent.

**Q.** The bound lies suspiciously close to the actual error. Is that an accident of these parameters?

**A.** It follows from small $\alpha E$. The bound replaces $h''(s)$ by its value at $s=0$. When $\beta x$ is small over the occupied range, $h''$ hardly changes there and little is lost. As $\alpha\to0$ at fixed $\mu$ and $T$, the ratio $[h(\beta x)-1-\frac52\beta x]/(\beta x)^2$ tends to $\frac78$ at each $x$ and stays below it, so the integral tends to the bound as well. Thus $105/32$ is also the coefficient of the second-order term. At $\mu=0.3$ eV the gap has opened slightly: the error is 2.35% of the full-band density and the bound 2.47%.

**Q.** Then why not add the second-order term and do better?

**A.** For the band (1) you may, as long as $\alpha E$ is not large over the occupied range. By (8) the result then lies above the full-band density, by about 0.12% at $\mu=0.3$ eV in the example, and for $\alpha E\gg1$ the overshoot can exceed the shortfall it replaces. For a material, (1) is itself a model. Suppose the true dispersion is $E(1+\alpha E+\delta E^2)=\hbar^2k^2/2m$. The steps that led to (3) now give the factor

$$(1+\alpha E+\delta E^2)^{1/2}(1+2\alpha E+3\delta E^2),$$

in which $\delta$ first enters through $(\frac12+3)\delta E^2=\frac72\delta E^2$. The term linear in $E$ is untouched, while the quadratic one competes with $\frac78\alpha^2E^2$. To second order in $E$, the first-order formula misses $(\frac78\alpha^2+\frac72\delta)E^2$, and the formula with $\frac78\alpha^2E^2$ added misses $\frac72\delta E^2$. The ratio of the second error to the first is $|\delta|/|\alpha^2/4+\delta|$. To this order, adding the term therefore reduces the error when $\delta>-\alpha^2/8$ and increases it when $\delta$ is more negative; higher orders in $E$ shift this threshold. To the same order, and with the same shift of the limits at finite $\alpha E$, it removes more than half of the error for $-\alpha^2/12<\delta<\alpha^2/4$, and nearly all of it when $|\delta|$ is small compared with $\alpha^2/4$. If $\delta$ is known, its term can be added as well. For the same reason, the full-band column above is the reference for this model and not for an experiment.

**Q.** Could I keep the parabolic formula and put a heavier mass into $N_c$?

**A.** In the dilute limit you could. Since $N_c\propto m^{3/2}$, a mass $m(1+c\beta)$ multiplies $N_c$ by $1+\frac32c\beta$ to first order, and matching this to $1+\frac{15}4\beta$ gives $c=\frac52$. That mass depends on temperature. It also fails to carry over to higher density, because the correction relative to $n_0$ contains $F_{3/2}/F_{1/2}$. In the example this ratio is 1.00 at $\mu=-0.1$ eV and 1.99 at $\mu=0.1$ eV, so the mass that suits the first case supplies about half of the correction needed in the second.

**Q.** In a doped sample the density is set by the dopants. What does (7) tell me then?

**A.** It tells you where the chemical potential lies. All the formulas so far compare densities at the same $\mu$. If charge neutrality fixes $n$ instead, the extra states must be offset by a lower $\mu$, because $n$ increases with $\mu$. This assumes fully ionised donors and negligible holes; with partly ionised donors a lower $\mu$ ionises more of them, $n$ rises, and the shift of $\mu$ is smaller than at fixed $n$. At a given $\mu$ the parabolic density is the smallest and the full-band density the largest, so the chemical potentials at a given $n$ come in the opposite order.

For $n=10^{18}\ \mathrm{cm^{-3}}$ and the same parameters, I solve each expression for $\mu$ with a bracketing root finder. The parabolic band gives 64.0 meV, the first-order formula 56.6 meV and the full band 56.4 meV. Neglecting nonparabolicity would place the chemical potential 7.6 meV too high in this model, and the first-order term removes all but 0.2 meV of that error.

All numerical values are calculated from the stated model.
